# The Oxygen–Oxygen Weight in Neutron Diffraction from InGaZnO4: verification in Python

```python
# RESULT UNDER TEST: in InGaZnO4 the O-O partial structure factor has the
# Faber-Ziman neutron weight w_OO = (c_O b_O / <b>)^2, about 0.333.
# c_a: atomic fraction of species a; b_a: coherent scattering length (fm);
# <b>, <b^2>: averages over all atoms; S_ab(Q), g_ab(r): partial structure
# factors and partial pair distribution functions; Q: wave vector (1/angstrom).
# Weights are recovered by least squares from an explicit set of atoms, with
# the total and the partial functions computed separately from definitions.
import numpy as np
from scipy.constants import N_A
from scipy.integrate import quad

species = ["In", "Ga", "Zn", "O"]
count = np.array([1.0, 1.0, 1.0, 4.0])
b = np.array([4.065, 7.288, 5.680, 5.803])
atomic_number = np.array([49.0, 31.0, 30.0, 8.0])
molar_mass = np.array([114.818, 69.723, 65.38, 15.999])   # g/mol
c = count / count.sum()
mean_b = c @ b
mean_b2 = c @ b**2
pairs = [(i, j) for i in range(4) for j in range(i, 4)]
OO = pairs.index((3, 3))


def pair_weights(numbers, lengths):
    """Faber-Ziman weights, each unlike pair listed once (factor 2)."""
    share = numbers * lengths / (numbers @ lengths)
    return np.array([(1 if i == j else 2) * share[i] * share[j]
                     for i, j in pairs])


def oo_weight(numbers, lengths, oxygen=3):
    return (numbers[oxygen] * lengths[oxygen] / (numbers @ lengths))**2


def fit(columns, target):
    """Least-squares coefficients; also demands an exact linear relation."""
    coef, _, rank, _ = np.linalg.lstsq(columns, target, rcond=None)
    assert rank == columns.shape[1]
    assert np.max(np.abs(columns @ coef - target)) < 1e-9
    return coef


w = pair_weights(count, b)
w_oo = oo_weight(count, b)
f = c[3] * b[3] / mean_b

# Rough mass density of the amorphous oxide and resulting number densities
density = 6.1                                             # g/cm^3
n_formula = density * N_A / (count @ molar_mass)          # 1/cm^3
n_atoms = n_formula * count.sum()                         # 1/cm^3
n_A3 = n_atoms * 1e-24                                    # 1/angstrom^3

# Test configuration: random atoms in a periodic box, minimum separation
rng = np.random.default_rng(7)
units = 24
kind = np.repeat(np.arange(4), (units * count).astype(int))
N = len(kind)
box = (N / n_A3)**(1 / 3)
min_sep = 1.7
positions = np.empty((N, 3))
placed = 0
for attempt in range(200000):
    trial = rng.random(3) * box
    d = positions[:placed] - trial
    d -= box * np.round(d / box)
    if placed == 0 or np.min(np.sum(d**2, axis=1)) > min_sep**2:
        positions[placed] = trial
        placed += 1
        if placed == N:
            break
assert placed == N

first, second = np.triu_indices(N, 1)
separation = positions[first] - positions[second]
low = np.minimum(kind[first], kind[second])
high = np.maximum(kind[first], kind[second])
members = [np.where((low == i) & (high == j))[0] for i, j in pairs]
# ordered sum over i in a, j in b: like pairs occur twice, unlike pairs once
order = np.array([2.0 if i == j else 1.0 for i, j in pairs])
cc = np.array([c[i] * c[j] for i, j in pairs])

# Nonzero wave vectors allowed by the periodic box, one of each +Q, -Q pair
grid = np.array([(h, k, l) for h in range(0, 9) for k in range(-8, 9)
                 for l in range(-8, 9) if (h, k, l) > (0, 0, 0)])
Q = 2 * np.pi / box * grid[rng.choice(len(grid), 160, replace=False)]

# Total intensity from the summed amplitude
phase = np.exp(1j * Q @ positions.T)
intensity = np.abs(phase @ b[kind])**2 / N
S_total = (intensity - (mean_b2 - mean_b**2)) / mean_b**2

# Partial structure factors from explicit sums over distinct pairs
cosines = np.cos(Q @ separation.T)
S_part = np.column_stack([
    1 + order[p] * cosines[:, members[p]].sum(axis=1) / (N * cc[p])
    for p in range(len(pairs))])
w_fit = fit(S_part, S_total)
assert np.allclose(w_fit, w, atol=1e-9)
assert abs(w_fit.sum() - 1) < 1e-9
assert abs(w_fit[OO] - w_oo) < 1e-9
assert round(w_fit[OO], 3) == 0.333

# Same weights in real space, from distance histograms
wrapped = separation - box * np.round(separation / box)
distance = np.linalg.norm(wrapped, axis=1)
edges = np.linspace(min_sep, box / 2, 51)
shell = 4 * np.pi / 3 * np.diff(edges**3)
total_hist = np.histogram(distance, edges,
                          weights=b[kind[first]] * b[kind[second]])[0]
g_total = 2 * total_hist / (N * n_A3 * shell * mean_b**2)
g_part = np.column_stack([
    order[p] * np.histogram(distance[members[p]], edges)[0]
    / (N * n_A3 * shell * cc[p]) for p in range(len(pairs))])
w_fit_r = fit(g_part, g_total)
assert np.allclose(w_fit_r, w, atol=1e-9)

# Other conventions: distinct part over <b^2>, and Ashcroft-Langreth partials
w_oo_b2 = c[3]**2 * b[3]**2 / mean_b2
fit_b2 = fit(S_part - 1, intensity / mean_b2 - 1)
assert abs(fit_b2[OO] - w_oo_b2) < 1e-9
w_oo_al = c[3] * b[3]**2 / mean_b2
amplitude = [phase[:, kind == a].sum(axis=1) for a in range(4)]
S_al = np.column_stack([
    np.real(amplitude[i] * np.conj(amplitude[j])) / (N * np.sqrt(c[i] * c[j]))
    for i, j in pairs])
fit_al = fit(S_al, intensity / mean_b2)
assert abs(fit_al[OO] - w_oo_al) < 1e-9

# Grouped weights, checked against sums of the fitted pair weights
w_mo = 2 * f * (1 - f)
w_mm = (1 - f)**2
fit_mo = sum(w_fit[p] for p, (i, j) in enumerate(pairs) if i < 3 and j == 3)
fit_mm = sum(w_fit[p] for p, (i, j) in enumerate(pairs) if j < 3)
assert abs(fit_mo - w_mo) < 1e-9 and abs(fit_mm - w_mm) < 1e-9

# Logarithmic sensitivity to oxygen content, checked by central difference
sensitivity = 2 * (1 - f)
step = 1e-4
up, down = count.copy(), count.copy()
up[3] *= np.exp(step)
down[3] *= np.exp(-step)
numeric = np.log(oo_weight(up, b) / oo_weight(down, b)) / (2 * step)
assert abs(numeric - sensitivity) < 1e-7

# Neglected effects: composition and hydrogen (rough inputs)
w_oxygen_poor = oo_weight(np.array([1, 1, 1, 3.9]), b)
w_zno_poor = oo_weight(np.array([1, 1, 0.9, 3.9]), b)
n_H = 1e21                                                # 1/cm^3, rough
b_H = -3.7                                                # fm, rough
sigma_inc_H = 80.0                                        # barn, rough
H_per_formula = n_H / n_formula
w_hydrogen = oo_weight(np.append(count, H_per_formula), np.append(b, b_H))

# Scattering cross-section: integrate |b|^2 over all directions
sigma_coh = 4 * np.pi * mean_b2 / 100                     # barn per atom
sigma_quad = quad(lambda t: 2 * np.pi * mean_b2 * np.sin(t), 0, np.pi)[0] / 100
assert abs(sigma_quad - sigma_coh) < 1e-9
H_background = H_per_formula * sigma_inc_H / (count.sum() * sigma_coh)
film_cm = 1e-4
film_scattered = 1 - np.exp(-n_atoms * sigma_coh * 1e-24 * film_cm)

# Indium absorption, checked by removing neutrons in many thin layers
sigma_abs_In = 190.0                                      # barn, rough, 1.8 A
slab_cm = 0.1
depth = n_formula * sigma_abs_In * 1e-24 * slab_cm
transmission = np.exp(-depth)
layers = 100000
assert abs((1 - depth / layers)**layers - transmission) < 1e-5

# X-ray weight for neutral atoms in the forward limit
w_xray = oo_weight(count, atomic_number)

for name, length, fraction in zip(species, b, c):
    print(f"{name}: b = {length:.3f} fm, atomic fraction = {fraction:.5f}")
print(f"metal sum of b per formula unit = {count[:3] @ b[:3]:.3f} fm")
print(f"oxygen sum of b per formula unit = {count[3] * b[3]:.3f} fm")
print(f"total sum of b per formula unit = {count @ b:.3f} fm")
print(f"<b> = {mean_b:.5f} fm")
print(f"<b>^2 = {mean_b**2:.4f} fm^2")
print(f"<b^2> = {mean_b2:.4f} fm^2")
print(f"<b^2> - <b>^2 = {mean_b2 - mean_b**2:.4f} fm^2")
print(f"oxygen share f = {f:.5f}")
print(f"O-O weight, formula = {w_oo:.5f}")
print(f"O-O weight, fitted to S(Q) = {w_fit[OO]:.5f}")
print(f"O-O weight, fitted to g(r) = {w_fit_r[OO]:.5f}")
for p, (i, j) in enumerate(pairs):
    print(f"weight {species[i]}-{species[j]} (pair listed once) = {w[p]:.5f}")
print(f"sum of fitted weights = {w_fit.sum():.6f}")
print(f"metal-oxygen weight = {w_mo:.5f}")
print(f"metal-metal weight = {w_mm:.5f}")
print(f"O-O, distinct part over <b^2> = {w_oo_b2:.5f}")
print(f"O-O, Ashcroft-Langreth = {w_oo_al:.5f}")
print(f"O-O, X-ray, Q to 0, neutral atoms = {w_xray:.5f}")
print(f"test box: {N} atoms, edge {box:.2f} angstrom")
print(f"test box: minimum separation {min_sep:.1f} angstrom")
print(f"wave vectors used = {len(Q)}, distance bins used = {len(shell)}")
print(f"d ln w_OO / d ln x = {sensitivity:.4f}")
print(f"O-O weight for InGaZnO3.9 = {w_oxygen_poor:.4f}")
print(f"O-O weight for InGaZn0.9O3.9 = {w_zno_poor:.4f}")
print(f"rough mass density = {density:.1f} g/cm^3")
print(f"formula units = {n_formula:.3e} cm^-3")
print(f"atoms = {n_atoms:.3e} cm^-3")
print(f"rough H density = {n_H:.0e} cm^-3, rough b_H = {b_H:.1f} fm")
print(f"H per formula unit = {H_per_formula:.3f}")
print(f"O-O weight with this H = {w_hydrogen:.4f}")
print(f"rough H incoherent cross-section = {sigma_inc_H:.0f} barn")
print(f"H incoherent / oxide coherent scattering = {H_background:.2f}")
print(f"mean coherent cross-section = {sigma_coh:.3f} barn per atom")
print(f"fraction scattered by 1 um film = {film_scattered:.1e}")
print(f"rough In absorption at 1.8 angstrom = {sigma_abs_In:.0f} barn")
print(f"transmission of 1 mm slab, In absorption = {transmission:.2f}")
print("every check passed")
```

Printed output:

```
In: b = 4.065 fm, atomic fraction = 0.14286
Ga: b = 7.288 fm, atomic fraction = 0.14286
Zn: b = 5.680 fm, atomic fraction = 0.14286
O: b = 5.803 fm, atomic fraction = 0.57143
metal sum of b per formula unit = 17.033 fm
oxygen sum of b per formula unit = 23.212 fm
total sum of b per formula unit = 40.245 fm
<b> = 5.74929 fm
<b>^2 = 33.0543 fm^2
<b^2> = 33.8001 fm^2
<b^2> - <b>^2 = 0.7458 fm^2
oxygen share f = 0.57677
O-O weight, formula = 0.33266
O-O weight, fitted to S(Q) = 0.33266
O-O weight, fitted to g(r) = 0.33266
weight In-In (pair listed once) = 0.01020
weight In-Ga (pair listed once) = 0.03658
weight In-Zn (pair listed once) = 0.02851
weight In-O (pair listed once) = 0.11651
weight Ga-Ga (pair listed once) = 0.03279
weight Ga-Zn (pair listed once) = 0.05112
weight Ga-O (pair listed once) = 0.20889
weight Zn-Zn (pair listed once) = 0.01992
weight Zn-O (pair listed once) = 0.16280
weight O-O (pair listed once) = 0.33266
sum of fitted weights = 1.000000
metal-oxygen weight = 0.48821
metal-metal weight = 0.17913
O-O, distinct part over <b^2> = 0.32532
O-O, Ashcroft-Langreth = 0.56931
O-O, X-ray, Q to 0, neutral atoms = 0.05078
test box: 168 atoms, edge 12.71 angstrom
test box: minimum separation 1.7 angstrom
wave vectors used = 160, distance bins used = 50
d ln w_OO / d ln x = 0.8465
O-O weight for InGaZnO3.9 = 0.3256
O-O weight for InGaZn0.9O3.9 = 0.3351
rough mass density = 6.1 g/cm^3
formula units = 1.170e+22 cm^-3
atoms = 8.192e+22 cm^-3
rough H density = 1e+21 cm^-3, rough b_H = -3.7 fm
H per formula unit = 0.085
O-O weight with this H = 0.3379
rough H incoherent cross-section = 80 barn
H incoherent / oxide coherent scattering = 0.23
mean coherent cross-section = 4.247 barn per atom
fraction scattered by 1 um film = 3.5e-05
rough In absorption at 1.8 angstrom = 190 barn
transmission of 1 mm slab, In absorption = 0.80
every check passed
```
